Finite-time runaway in pulsed-laser heating and what removes it

Let z be the depth below the flat surface of a solid, t the time since the laser was switched on, and T(z,t) the temperature, equal to T0 everywhere at t = 0. The beam is wide, so the problem is one-dimensional. Its incident intensity I is constant, and a fraction R is reflected, so that the intensity just inside the surface is

Is = (1 − R) I.

The heat capacity per unit volume is C. The absorption coefficient, the fraction of light absorbed per unit depth, is taken to follow

α(T) = α0 exp[(T − T0)/TR].

Thus α0 is its value at the starting temperature, and TR is the temperature rise that multiplies it by e. At first R and C are constant, heat conduction is neglected, the absorbed energy becomes heat at once, and the solid doesn't melt. Adiabatic here means that each plane keeps the heat released in it.

At the surface plane the intensity is Is at all times, because no absorbing material lies above it. The power absorbed per unit volume is α Is, and energy conservation gives

C dT/dt = α0 Is exp[(T − T0)/TR].

Define the reduced rise θ = (T − T0)/TR, and write θs for its surface value. Dividing the energy balance by C TR gives

dθs/dt = exp(θs)/t*,  t* = C TR/(α0 Is).

Separating the variables and integrating from θs = 0 at t = 0,

∫₀^θs exp(−x) dx = t/t*,
1 − exp(−θs) = t/t*,
T(0,t) = T0 − TR ln(1 − t/t*).

The surface temperature diverges at the finite time t*. At early times the logarithm gives a rise TR t/t*, which is ordinary linear heating. So t* is the time in which the initial heating rate, if it stayed constant, would raise the temperature by TR. In that same time the feedback carries the surface to infinity.

The reason for a finite time is clearest for a general absorption law. The time needed to reach T is

t = (C/Is) ∫ dT′/α(T′), taken from T0 to T.

Runaway occurs in a finite time when this integral converges as T → ∞. For the exponential law it converges, since each further step of TR takes e times less time than the one before. If α grew only linearly with T, the integral would grow logarithmically without limit. The temperature would then rise exponentially in time but stay finite at every finite time.

An infinite temperature doesn't imply an infinite energy. The laser has delivered only Is t* = C TR/α0 per unit area by then, a fluence independent of the intensity. To see where this energy lies, the light must be followed into the depth.

Let J(z,t) be the local intensity divided by Is, and use the variables ζ = α0 z and τ = t/t*. The local energy balance and the Beer–Lambert law are

∂θ/∂τ = J exp(θ),
∂J/∂ζ = −J exp(θ),

with J = 1 at ζ = 0 and θ = 0 at τ = 0. Put u = exp(−θ). Then ∂u/∂τ = −u ∂θ/∂τ, and the two equations become

∂u/∂τ = −J,
∂J/∂ζ = −J/u.

Differentiate the first with respect to ζ, insert the second, and replace J by −∂u/∂τ:

∂²u/∂ζ∂τ = −∂J/∂ζ = J/u = −(1/u) ∂u/∂τ = −∂(ln u)/∂τ.

Both ends are derivatives with respect to τ at fixed depth. Initially u = 1 everywhere, so ∂u/∂ζ and ln u both start from zero. Integration over τ therefore leaves no extra function of depth:

∂u/∂ζ = −ln u = θ.

Since ∂u/∂ζ = −exp(−θ) ∂θ/∂ζ, this is the same as

[exp(−θ)/θ] ∂θ/∂ζ = −1.

The exponential integral is E1(x) = ∫ exp(−s)/s ds from x to ∞, and its derivative is −exp(−x)/x. Hence ∂E1(θ)/∂ζ = +1, and integration from the surface gives the temperature profile in implicit form:

E1(θ) = E1(θs) + α0 z,  θs = −ln(1 − τ).

The intensity follows by differentiating this with respect to τ at fixed depth:

[exp(−θ)/θ] ∂θ/∂τ = [exp(−θs)/θs] dθs/dτ.

With ∂θ/∂τ = J exp(θ) and dθs/dτ = exp(θs), the exponentials cancel, leaving

J = θ/θs.

The fraction of light that reaches a plane equals the temperature rise there divided by the rise at the surface. In the weak-heating limit, E1(x) ≈ −γ − ln x with γ Euler's constant. The profile then reduces to θ = θs exp(−α0 z), the usual exponential attenuation.

The profile also accounts for the energy. Because θ = ∂u/∂ζ,

∫₀^∞ θ dζ = u(∞) − u(0) = 1 − (1 − τ) = τ.

Multiplication by C TR/α0 turns this into a stored energy Is t per unit area. The same integral stopped at a depth h gives the mean reduced rise of the top layer,

⟨θ⟩ = [u(h) − (1 − τ)]/(α0 h),

where u(h) is taken at time τ. This mean is finite at t* for every h > 0.

As t approaches t*, E1(θs) vanishes, and the profile becomes E1(θ) = α0 z. Every plane below the surface has a finite temperature. Close to the surface θ is large, E1(θ) ≈ exp(−θ)/θ, and to leading order θ ≈ ln[1/(α0 z)]. This leading term is approached slowly: at α0 z = 0.001 it gives 6.9, while the full profile gives 5.1. The singularity is logarithmic, and its integral over depth is finite.

This shows what complete absorption can and cannot do. As θs grows without limit, J = θ/θs tends to zero at every buried plane: in the limit the hot skin absorbs all the light, and the heating rate below it falls to zero. The buried temperatures stay finite, as the limiting profile shows. Complete absorption doesn't bound the surface plane, where J = 1 however strongly the material absorbs. Under the Beer–Lambert law without conduction, the surface divergence survives complete absorption. With C and R constant, a finite temperature there requires that the heat be shared over a finite thickness, or that the absorption law change.

Constant R is itself an idealization. In the Fresnel formula for a uniform solid with a fixed refractive index, R approaches 1 as α grows, and 1 − R falls as 1/α². If this formula is applied with the surface value of α, the surface heating rate, proportional to α(1 − R), then falls as 1/α, and the divergence disappears. This is only an estimate, because the hot skin is thinner than a wavelength and far from uniform. For silicon at 532 nm, with an index near 4.15 and the absorption law used below, the estimated rate peaks near 2400 K. That is above the melting point, so the start of melting is little affected.

The simplest way to share the heat is a layer of thickness d kept at one temperature by internal mixing, with no heat loss and no light reflected at its back face. It absorbs the fraction 1 − exp(−αd) of the entering light, so

C d dT/dt = Is [1 − exp(−αd)] ≤ Is.

For αd ≪ 1 the bracket is nearly αd, the thickness cancels, and the runaway equation returns. For αd ≫ 1 the heating rate levels off at Is/(C d). The temperature then grows linearly, because hotter material cannot absorb more light than arrives. The change takes place near αd = 1, at

T = T0 + TR ln[1/(α0 d)].

Melting comes before this crossover if α(Tm) d < 1, where Tm is the melting temperature.

Conduction does the sharing in a thick solid. Let the conductivity k be constant and the surface insulated, and let D = k/C. A sheet of heat with unit energy per area, released at depth z′, raises the surface temperature after a time s by

[1/(C √(πDs))] exp[−z′²/(4Ds)].

The prefactor is twice that of an infinite solid, since the insulated surface acts as a mirror. The exponential is at most 1, and the power absorbed per area, summed over all depths, is at most Is. Adding the contributions of all earlier times gives

T(0,t) − T0 ≤ (Is/C) ∫₀^t ds/√(πDs) = 2 Is √[t/(πkC)].

The last form uses C√D = √(kC). This bound contains no absorption coefficient. For any k > 0, however steeply α grows, a finite supply of light together with conduction excludes a divergence at finite time. The bound is attained when all the light is absorbed at the surface itself.

A comparison of lengths shows when conduction takes over. When the adiabatic surface has the rise θs, the time left to t* is t* exp(−θs), and the absorption depth is exp(−θs)/α0. Heat diffuses in the remaining time over roughly √(D t*) exp(−θs/2). The ratio of diffusion length to absorption depth is therefore of order

α0 √(D t*) exp(θs/2).

It grows as the surface heats. However small it is at the start, it eventually exceeds 1, so the adiabatic assumption fails before its own singularity.

Melting acts at a definite temperature. Setting T = Tm in the surface law, with θm = (Tm − T0)/TR, gives the start of melting,

tm = t* [1 − exp(−θm)],

which is earlier than t* for any finite Tm. The surface must then take up the latent heat L per unit volume. If it still absorbs like the solid at Tm, this requires

tL = L/[α(Tm) Is] = t* [L/(C TR)] exp(−θm).

The time that was left before runaway is t* − tm = t* exp(−θm). The ratio of the two is L/(C TR), so the pause ends after the original t* when L > C TR.

The pause by itself would only postpone the divergence. If the molten material obeyed the same exponential law with the same C and R, heating would resume where it had stopped, and the surface would diverge at t* + tL. What removes the runaway is the change of absorption law. For a liquid with constant absorption coefficient αl and reflectivity Rl, the surface plane heats at the constant rate αl(1 − Rl)I/C, with C here the liquid's heat capacity. Its temperature rises linearly. The rate may be high, but it no longer feeds on the temperature.

For an example, take silicon under a flat-topped pulse of wavelength 532 nm, with rough typical parameters: T0 = 300 K, Tm = 1685 K, TR = 430 K, α0 = 10⁴ cm⁻¹, C = 2.0 J/(cm³ K), L = 4200 J/cm³ and R = 0.37. The incident intensity is 2 GW/cm², so Is = 0.63 × 2 = 1.26 GW/cm². Then

C TR/α0 = 2.0 × 430/10⁴ = 0.086 J/cm²,
t* = 0.086/(1.26 × 10⁹) s = 68 ps.

The incident fluence at t* is 0.086/0.63 = 0.137 J/cm², or 137 mJ/cm². For melting, θm = 1385/430 = 3.22 and exp(−3.22) = 0.040, so

tm = 0.960 × 68.25 = 65.5 ps.

By then the absorption depth has shrunk from 1000 nm to 40 nm, and the surface heating rate has risen from 6.3 to 158 K/ps. The melting time is therefore insensitive to the exact Tm: a shift of 100 K changes it by about 100/158 = 0.6 ps.

The latent heat exceeds C TR = 860 J/cm³ by a factor 4.9. With the hot solid's absorption, the pause lasts 13 ps and ends near 79 ps, after t*. With liquid values αl = 10⁶ cm⁻¹ and Rl = 0.70 used throughout the pause, it lasts 7 ps and also ends after t*. Without conduction, the fully molten surface then heats at a constant 300 K/ps, if C is kept at 2.0 J/(cm³ K). With conduction the surface heats much more slowly at this stage. The liquid absorbs the light within about 10 nm, heat diffuses that far in several picoseconds, and the material just below is still at Tm, taking up latent heat. With k = 0.3 W/(cm K), spreading into a uniform liquid alone would leave about 60% of the surface rise in the first 5 ps. With the latent heat taken up below, the rise is about a fifth to a quarter of the value without conduction. Integrating the surface enthalpy with the temperature held at Tm during the pause confirmed tm + tL for the solid's absorption.

The depth profile was tested by solving the heating and attenuation equations numerically on thin slices up to tm. The largest temperature difference from the E1 formula was 0.05 K. At a depth of 100 nm, 90% of the light arrives at the start and 45% when melting begins. If melting is ignored, 11% still arrives at 0.999999 t*, since the decay to zero is only logarithmic. At t* that plane is at 945 K, and only the top 10 nm is hotter than Tm.

The top 30 nm shows the effect of averaging. Without melting, its mean temperature at t* is 1653 K if each plane keeps its own heat, although the surface plane has diverged. If the layer is fully mixed, it is at 1612 K. The unmixed layer is ahead because α is a convex function of T: at equal mean temperature, uneven heating gives a larger absorption summed over the layer. The mixed layer has α0 d = 0.03, so its crossover lies at 300 + 430 ln(1/0.03) = 1808 K, slightly above Tm. Its heating rate is capped at 210 K/ps. Continuing this fictitious solid to 1.5 t* gives 8493 K, a large but finite value.

For conduction, take k = 0.3 W/(cm K), a rough value for hot silicon. At 1.5 t*, or 102 ps, the bound on the surface rise is

2 × 1.26 × 10⁹ × √[1.02 × 10⁻¹⁰/(π × 0.3 × 2.0)] ≈ 18 600 K.

A simulated opaque surface rose by 18 400 K, averaged over its top 1 nm. The small deficit is expected: the gradient Is/k is 420 K/nm, so the mean over 1 nm lies about 210 K below the surface value. With the exponential absorption law and no melting, the simulated rise, again averaged over the top 1 nm, was about 11 300 K. These temperatures have no meaning for real silicon. That conduction removes the singularity even without melting follows from the bound, not from the simulated mean: an average over 1 nm would stay finite without conduction too.

With the same k, √(D t*) = 32 nm, and the ratio of diffusion length to absorption depth at melting is about 0.032 × exp(1.61) = 0.16. Conduction should then be a correction, and the simulation agrees: melting starts at 69 ps instead of 65.5 ps, which is 5% later. With the cold-silicon value k = 1.5 W/(cm K) at all temperatures, it starts at 74 ps, or 13% later. The ratio grows as √t*. At fixed material parameters it would reach 1 for t* about 40 times longer, near 3 ns. The adiabatic formula is thus unsuited to the pulses of tens of nanoseconds and longer used in much laser annealing of silicon. The picosecond example was chosen to keep conduction small.

The exponential absorption law is assumed to hold up to Tm, which isn't tested here. Two other assumptions are broken by real silicon. First, C and R vary. Letting C rise linearly from 1.7 to 2.4 J/(cm³ K) and R from 0.37 to 0.44 between T0 and Tm moves the start of melting to 64 ps, between 2 and 3% earlier. The sign depends on the shape of C(T). The measured heat capacity of silicon rises fastest just above room temperature, to about 1.9 J/(cm³ K) at 500 K and 2.1 at 700 K. With that curve and the same R, melting starts at about 67.6 ps, 3% later. The effect is a few percent either way. Second, light creates electron–hole pairs, which hold back part of the energy until they recombine. A photon carries 2.33 eV, of which 1.1 eV is stored in the pair if the gap is held at its cold value. An estimate with an Auger coefficient of 4 × 10⁻³¹ cm⁶/s, a shortest recombination time of 6 ps and a free-carrier cross-section of 1.2 × 10⁻¹⁸ cm² at 300 K, proportional to T, delays melting to 73 ps. Pair diffusion at 10 cm²/s, which spreads the stored energy before its release, extends this to 79 ps. Adding lattice conduction with k = 0.3 W/(cm K) gives 81 ps, 24% later than the adiabatic result. The incident fluence at the start of melting rises accordingly, from 131 to 162 mJ/cm².

These pair estimates use a top slice of 5 nm, on which the adiabatic melting time was reproduced within 2%. With a top slice of 1 nm the three times fall by at most 0.5 ps. The physical uncertainty is much larger. The estimates omit the kinetic energy of the carriers, their effect on the reflectivity, narrowing of the gap and superheating of the solid. Changing the stored energy by 0.5 eV per pair shifts the last result by about 8 ps. The omitted kinetic energy is roughly 0.7 to 0.9 eV per pair near melting, depending on the hole mass used in a parabolic-band estimate, for carriers at the lattice temperature and the pair densities reached, above 10²¹ cm⁻³. Including it could add some ten picoseconds. So 81 ps is a rough estimate, uncertain by at least that much. It also lies beyond t* = 68 ps. The ordering tm < t* is a property of the adiabatic model with immediate heating, and t* isn't an upper limit on the melting time of a real crystal. Most of the values behind this example are in the numerical output.

Values computed for the example and the checks

```
Start temperature T0: 300 K
Melting temperature Tm: 1685 K
Absorption temperature scale TR: 430 K
Absorption coefficient at T0: 1e+04 1/cm
Heat capacity C: 2 J/(cm3 K)
Latent heat L: 4200 J/cm3
Reflectivity of solid: 0.37 
Incident intensity: 2 GW/cm2
Transmitted intensity Is: 1.26 GW/cm2
Runaway time t*: 68.25 ps
Absorbed fluence at t*: 86 mJ/cm2
Incident fluence at t*: 136.5 mJ/cm2
Reduced melting rise (Tm-T0)/TR: 3.221 
Melting starts: 65.53 ps
Melting start / t*: 0.9601 
Absorption depth at T0: 1000 nm
Absorption depth at Tm, solid: 39.92 nm
Surface heating rate at T0: 6.3 K/ps
Surface heating rate at Tm, solid: 157.8 K/ps
Latent-heat time, solid absorption: 13.31 ps
Latent-heat time, liquid absorption: 7 ps
Liquid absorption coefficient, input: 1e+06 1/cm
Liquid reflectivity, input: 0.7 
Liquid surface heating rate, same C: 300 K/ps
Largest profile error in test: 0.05 K
Largest intensity-fraction error in test: 4.7e-05 
Reduced total energy at t*, quadrature: 1 
No melting: T at 100 nm at t*: 945.1 K
No melting: depth hotter than Tm at t*: 9.87 nm
Light fraction reaching 100 nm at melting start: 0.446 
Light fraction reaching 100 nm at 0.999999 t*: 0.109 
Light fraction reaching 100 nm at start: 0.905 
Layer thickness for averages: 30 nm
Unmixed layer mean T at t*, no melting: 1653 K
Mixed layer T at t*, no melting: 1612 K
Mixed layer T at 1.5 t*, no melting: 8493 K
Mixed layer T where alpha*d = 1: 1808 K
Mixed layer heating-rate cap: 210 K/ps
Hot conductivity, input: 0.3 W/(cm K)
Cold conductivity, input: 1.5 W/(cm K)
Diffusion length sqrt(D t*), hot: 32 nm
Conduction bound on rise at 1.5 t*: 1.857e+04 K
Opaque surface rise at 1.5 t*, simulated: 1.837e+04 K
Runaway solid rise at 1.5 t*, no melting: 1.131e+04 K
Melting start with hot conductivity: 69.1 ps
Melting start with cold conductivity: 73.82 ps
Melting start with C(T) and R(T): 63.87 ps
Photon energy: 2.331 eV
Auger coefficient, input: 4e-31 cm6/s
Shortest recombination time, input: 6 ps
Free-carrier cross-section at 300 K, input: 1.2e-18 cm2
Pair diffusion coefficient, input: 10 cm2/s
Melting start, pairs without diffusion: 72.88 ps
Pair density then: 2.5e+21 1/cm3
Melting start, pairs with diffusion: 78.77 ps
Pair density then: 1.4e+21 1/cm3
Melting start, diffusing pairs + hot conduction: 81.21 ps
```
